# Angular distribution of molecules leaving a long tube in free molecular flow: verification in Python

```python
# Free molecular flow through a cylindrical tube with diffuse, lossless walls.
# Result under test: flux per solid angle at the exit = (nu0/pi) cos(theta) T(theta),
#   T = (4/pi) int_0^1 sqrt(1-q^2) B(2 a q cot(theta)) dq,
# B(d) = wall collision rate at depth d behind the exit, relative to the inlet
# impingement rate nu0; B = 1 if the backward ray reaches the inlet (d >= L).
# T decreases with theta, so the exit flux is narrower than a cosine law.
# Lengths are in units of the tube radius a except in the worked example.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq


def kernel(u):
    """Probability per length that wall emission lands a distance u away."""
    x = np.abs(u) / 2
    return 0.5 * (1 - x * (x**2 + 1.5) / (x**2 + 1)**1.5)


def to_disc(u):
    """Probability that wall emission crosses a cross-section at distance u."""
    x = np.abs(u) / 2
    return (x**2 + 0.5) / np.sqrt(x**2 + 1) - x


def chord_tail(q):
    """Probability that the backward transverse chord exceeds 2 a q."""
    return 2 / np.pi * (np.arccos(q) - q * np.sqrt(1 - q**2))


def gauss(lo, hi, n):
    x, g = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, g * (hi - lo) / 2


def solve_wall(L, n):
    """Solve the wall balance; return nodes, weights, values, interpolant."""
    z, g = gauss(0, L, n)
    kg = kernel(z[:, None] - z[None, :]) * g
    matrix = -kg
    matrix[np.diag_indices(n)] += to_disc(z) + to_disc(L - z) + kg.sum(axis=1)
    values = np.linalg.solve(matrix, to_disc(z))

    def w(points):
        p = np.asarray(points, dtype=float)
        f = p.reshape(-1)
        k = kernel(f[:, None] - z[None, :]) * g
        top = to_disc(f) + k @ values
        bottom = to_disc(f) + to_disc(L - f) + k.sum(axis=1)
        return (top / bottom).reshape(p.shape)
    return z, g, values, w


def direct_part(L):
    return 1 + L**2 / 2 - L / 2 * np.sqrt(L**2 + 4)


def transmission(L, solution):
    z, g, values, _ = solution
    return direct_part(L) + 2 * np.sum(g * values * to_disc(L - z))


def angular(theta, L, w):
    """T(theta) and its depth-weighted counterpart (inlet counts as depth L)."""
    tangent = np.tan(np.atleast_1d(theta))[:, None]
    q_inlet = np.minimum(1.0, L * tangent / 2)
    t_max = np.arcsin(q_inlet)
    x, g = gauss(0, 1, 60)
    t = t_max * x
    depth = np.minimum(2 * np.sin(t) / tangent, L)
    part = 4 / np.pi * t_max * g * np.cos(t)**2 * w(L - depth)
    tail = chord_tail(q_inlet)[:, 0]
    return part.sum(axis=1) + tail, (part * depth).sum(axis=1) + L * tail


def half_angle(L, w):
    return brentq(lambda t: angular(t, L, w)[0][0] * np.cos(t) - 0.5,
                  1e-5, 1.0)


def simulate(count, L, rings, rng):
    """Follow molecules using only cosine emission about the local normal."""
    r, phi = np.sqrt(rng.random(count)), 2 * np.pi * rng.random(count)
    c = np.sqrt(rng.random(count))
    s = -r * np.cos(phi) + np.sqrt(1 - (r * np.sin(phi))**2)
    z = s * c / np.sqrt(1 - c**2)
    direct = z >= L
    n_direct = int(direct.sum())
    out_cos, out_depth = [c[direct]], [np.full(n_direct, float(L))]
    back_cos, hits = [], np.zeros(rings)
    z = z[~direct]
    while z.size:
        hits += np.bincount((z * rings / L).astype(int), minlength=rings)[:rings]
        u = rng.random(z.size)
        cz = np.sqrt(1 - u) * np.cos(2 * np.pi * rng.random(z.size))
        new = z + 2 * np.sqrt(u) * cz / (1 - cz**2)
        out, back = new >= L, new <= 0
        out_cos.append(cz[out])
        out_depth.append(L - z[out])
        back_cos.append(-cz[back])
        z = new[~(out | back)]
    return (np.concatenate(out_cos), np.concatenate(out_depth),
            np.concatenate(back_cos), hits, n_direct)


# Kernel from the two cosine factors, and its integral to a cross-section
for u in (0.3, 1.0, 4.0):
    ring = quad(lambda f: (1 - np.cos(f))**2 / np.pi
                / (u**2 + 2 * (1 - np.cos(f)))**2, 0, 2 * np.pi)[0]
    assert abs(ring - kernel(u)) < 1e-8
    assert abs(quad(kernel, u, np.inf)[0] - to_disc(u)) < 1e-7

# Chord law against a direct average over points of the disc
disc_mean = dblquad(lambda f, r: r / np.pi * np.exp(
    r * np.cos(f) - np.sqrt(max(0.0, 1 - (r * np.sin(f))**2))),
    0, 1, 0, 2 * np.pi, epsabs=1e-7, epsrel=1e-7)[0]
law_mean = quad(lambda q: 4 / np.pi * np.sqrt(1 - q * q) * np.exp(-2 * q), 0, 1)[0]
assert abs(disc_mean - law_mean) < 1e-5
mean_chord = 2 * quad(chord_tail, 0, 1)[0]
assert abs(mean_chord - 8 / (3 * np.pi)) < 1e-7

# Worked example: input parameters
radius, length = 0.5e-3, 10e-3
temperature, pressure = 400.0, 0.1
mass, diameter = 70 * const.atomic_mass, 0.5e-9
L = length / radius
solution = solve_wall(L, 400)
z, g, values, w = solution
W = transmission(L, solution)
assert abs(transmission(L, solve_wall(L, 200)) / W - 1) < 2e-4

# Wall rate falls along the tube and its slope obeys the derived equation
assert np.all(np.diff(values) < 0)
h = 1e-4
slope = (w(z - h) - w(z + h)) / (2 * h)
w_in, w_out = w(np.array([0.0, L]))
kg = kernel(z[:, None] - z[None, :]) * g
integral = kg @ slope - slope * kg.sum(axis=1) \
    + slope * (1 - to_disc(z) - to_disc(L - z))
right = kernel(z) * (1 - w_in) + kernel(L - z) * w_out + integral
assert np.max(np.abs(slope - right)) < 2e-3 * np.max(slope)

# T falls with angle, from 1 on the axis to the exit wall rate at grazing
grid = np.radians(np.linspace(0.05, 89.95, 300))
T_grid = angular(grid, L, w)[0]
assert np.all(np.diff(T_grid) < 0)
assert abs(angular(1e-6, L, w)[0][0] - 1) < 1e-4
assert abs(angular(np.pi / 2 - 1e-6, L, w)[0][0] - w_out) < 1e-4

# Angular bins from the formula
cone = np.degrees(np.arctan(2 / L))
edges = np.array([0, 2, cone, 10, 20, 30, 45, 60, 90])
flux, depth_flux = [], []
for lo, hi in zip(np.radians(edges[:-1]), np.radians(edges[1:])):
    t, gt = gauss(lo, hi, 40)
    T, M = angular(t, L, w)
    weight = 2 * gt * np.sin(t) * np.cos(t)
    flux.append(np.sum(weight * T))
    depth_flux.append(np.sum(weight * M))
flux = np.array(flux)
bin_depth = np.array(depth_flux) / flux
assert abs(flux.sum() / W - 1) < 5e-4

# Independent particle simulation
N, rings = 1_000_000, 10
out_cos, out_depth, back_cos, hits, n_direct = simulate(
    N, L, rings, np.random.default_rng(12345))
W_sim = out_cos.size / N
assert abs(W_sim - W) < 5 * np.sqrt(W * (1 - W) / N)
D = direct_part(L)
assert abs(n_direct / N - D) < 5 * np.sqrt(D / N)
w_sim = hits * rings / (2 * L * N)
w_ring = w((np.arange(rings * 50) + 0.5) * L / (rings * 50)).reshape(rings, 50).mean(axis=1)
assert np.max(np.abs(w_sim - w_ring)) < 0.008
out_angle = np.degrees(np.arccos(out_cos))
back_angle = np.degrees(np.arccos(back_cos))
n_out = np.histogram(out_angle, edges)[0]
n_back = np.histogram(back_angle, edges)[0]
assert np.all(np.abs(n_out / N - flux) < 5 * np.sqrt(flux / N))
for i in range(len(flux)):
    d = out_depth[(out_angle >= edges[i]) & (out_angle < edges[i + 1])]
    assert abs(d.mean() - bin_depth[i]) < 5 * d.std() / np.sqrt(d.size) + 1e-3
# Control: transmitted plus returned molecules (equal gas at both ends) are cosine
cosine = np.diff(np.sin(np.radians(edges))**2)
assert np.all(np.abs((n_out + n_back) / N - cosine) < 5 * np.sqrt(cosine / N))
# The transmitted molecules alone are far from cosine
excess = np.abs(n_out / out_cos.size - cosine) / np.sqrt(cosine / out_cos.size)
assert excess.max() > 50


# Long-tube limits
def near_axis(k):
    root = np.sqrt(1 - k * k)
    return 2 / np.pi * (k * np.arccos(k) - root + 1 - (1 - root**3) / 3) / k


assert abs(near_axis(0.6) - quad(chord_tail, 0, 0.6)[0] / 0.6) < 1e-9
kappa_half = brentq(lambda k: near_axis(k) - 0.5, 0.1, 0.999)
long_rows = []
for ratio, n in ((50, 500), (100, 800), (200, 1200)):
    sol = solve_wall(ratio, n)
    W_long = transmission(ratio, sol)
    long_rows.append((ratio, W_long, W_long * 3 * ratio / 8,
                      half_angle(ratio, sol[3]) * ratio))
gaps = [abs(row[2] - 1) for row in long_rows]
assert gaps[0] > gaps[1] > gaps[2] and gaps[2] < 0.06
assert abs(long_rows[-1][3] / (2 * kappa_half) - 1) < 0.01
wing_deg = np.array([20.0, 45.0, 70.0])
wing = angular(np.radians(wing_deg), ratio, sol[3])[0] / W_long
wing_law = 0.5 + 1 / np.tan(np.radians(wing_deg)) / np.pi
assert np.all(np.abs(wing / wing_law - 1) < 0.08)

# Output
mm = radius * 1e3
free_path = const.k * temperature / (np.sqrt(2) * np.pi * diameter**2 * pressure)
assert free_path > length
nu0 = pressure / np.sqrt(2 * np.pi * mass * const.k * temperature)
entering = nu0 * np.pi * radius**2
print(f"radius {mm:.2f} mm, length {length*1e3:.1f} mm, L/a = {L:.1f}")
print(f"temperature {temperature:.0f} K, inlet pressure {pressure:.2f} Pa")
print(f"mass {mass/const.atomic_mass:.0f} u, collision diameter {diameter*1e9:.2f} nm")
print(f"mean free path {free_path*1e3:.1f} mm")
print(f"inlet impingement rate {nu0:.3e} m^-2 s^-1")
print(f"molecules entering {entering:.3e} s^-1")
print(f"transmission probability W = {W:.5f}; simulation {W_sim:.5f}")
print(f"long-tube estimate 8a/(3L) = {8/(3*L):.5f}")
print(f"molecules leaving at exit {entering*W:.3e} s^-1")
print(f"axial intensity, tube {entering/np.pi:.3e} s^-1 sr^-1")
print(f"axial intensity, cosine source of same output {entering*W/np.pi:.3e} s^-1 sr^-1")
print(f"ratio of axial intensities 1/W = {1/W:.3f}")
print(f"relative wall rate: inlet end {w_in:.4f}, exit end {w_out:.4f}")
print(f"half-intensity angle: tube {np.degrees(half_angle(L, w)):.2f} deg, cosine 60 deg")
print(f"direct part D = {D:.6f}; simulation {n_direct/N:.6f}")
print(f"direct share of output {100*D/W:.2f} %; estimate 3a/(8L) {100*3/(8*L):.2f} %")
print(f"line-of-sight limit arctan(2a/L) = {cone:.2f} deg")
print(f"share of output within 30 deg: tube {100*flux[:5].sum()/W:.1f} %, "
      f"cosine {100*cosine[:5].sum():.1f} %")
print("angle/deg, T, T/W, mean depth of last emission/mm")
show = np.array([10.0, 20.0, 30.0, 45.0, 60.0, 80.0])
T, M = angular(np.radians(show), L, w)
for row in zip(show, T, T / W, M / T * mm):
    print("%5.0f  %.4f  %.3f  %.3f" % row)
print("bin/deg; % of output: formula, simulation, cosine; % of all, both ends")
for i in range(len(flux)):
    print(f"{edges[i]:5.2f}-{edges[i+1]:5.2f}  {100*flux[i]/W:6.2f}  "
          f"{100*n_out[i]/out_cos.size:6.2f}  {100*cosine[i]:6.2f}  "
          f"{100*(n_out[i]+n_back[i])/N:6.2f}")
print(f"mean backward chord {mean_chord:.4f} a")
print(f"long-tube half angle: kappa {kappa_half:.4f}, theta*L/a {2*kappa_half:.4f} rad")
print("L/a, W, W*3L/(8a), half angle*L/a in rad")
for row in long_rows:
    print("%4d  %.6f  %.4f  %.4f" % row)
print("wings at L/a = 200: angle/deg, T/W, 1/2 + cot(theta)/pi")
for row in zip(wing_deg, wing, wing_law):
    print("%4.0f  %.4f  %.4f" % row)
print("OK")
```

Printed output:

```
radius 0.50 mm, length 10.0 mm, L/a = 20.0
temperature 400 K, inlet pressure 0.10 Pa
mass 70 u, collision diameter 0.50 nm
mean free path 49.7 mm
inlet impingement rate 1.575e+21 m^-2 s^-1
molecules entering 1.237e+15 s^-1
transmission probability W = 0.10932; simulation 0.10899
long-tube estimate 8a/(3L) = 0.13333
molecules leaving at exit 1.352e+14 s^-1
axial intensity, tube 3.936e+14 s^-1 sr^-1
axial intensity, cosine source of same output 4.303e+13 s^-1 sr^-1
ratio of axial intensities 1/W = 9.147
relative wall rate: inlet end 0.9519, exit end 0.0481
half-intensity angle: tube 4.82 deg, cosine 60 deg
direct part D = 0.002488; simulation 0.002545
direct share of output 2.28 %; estimate 3a/(8L) 1.88 %
line-of-sight limit arctan(2a/L) = 5.71 deg
share of output within 30 deg: tube 43.7 %, cosine 25.0 %
angle/deg, T, T/W, mean depth of last emission/mm
   10  0.2702  2.472  3.153
   20  0.1589  1.454  1.474
   30  0.1191  1.090  0.902
   45  0.0896  0.820  0.500
   60  0.0722  0.660  0.277
   80  0.0554  0.507  0.079
bin/deg; % of output: formula, simulation, cosine; % of all, both ends
 0.00- 2.00    0.95    0.93    0.12    0.12
 2.00- 5.71    4.51    4.55    0.87    0.88
 5.71-10.00    6.10    6.10    2.03    2.01
10.00-20.00   15.65   15.39    8.68    8.67
20.00-30.00   16.51   16.47   13.30   13.31
30.00-45.00   23.42   23.63   25.00   25.02
45.00-60.00   18.42   18.49   25.00   25.01
60.00-90.00   14.45   14.44   25.00   24.99
mean backward chord 0.8488 a
long-tube half angle: kappa 0.8390, theta*L/a 1.6780 rad
L/a, W, W*3L/(8a), half angle*L/a in rad
  50  0.048476  0.9089  1.6848
 100  0.025276  0.9479  1.6826
 200  0.012945  0.9709  1.6808
wings at L/a = 200: angle/deg, T/W, 1/2 + cot(theta)/pi
  20  1.4316  1.3745
  45  0.8080  0.8183
  70  0.5703  0.6159
OK
```
